# Why a Wetting First Layer Does Not Guarantee Layer-by-Layer Growth: verification in Python

```python
"""
Result under test: a film whose first layer wets the substrate can still
prefer islands above a finite number n_star of flat layers,
    n_star = 1 + floor((lam/a) * ln(Delta*(1-q)/(r*w*a))),  q = exp(-a/lam),
if the first layer itself satisfies Delta*(1-q) > r*w*a.
Delta : wetting gain gamma_s - gamma_f - gamma_i (J/m^2)
lam   : decay length of the wetting gain, a : layer height (m)
w     : misfit energy density of the flat film, E*eps^2/(1-nu) (J/m^3)
r     : fraction of w released by a coherent conical island of slope s;
        for small s, r = (4/pi)*(2G-1)*(1+nu)*s, G = Catalan's constant.
Energies are relative to unstrained bulk film material.
"""
import numpy as np
from scipy.constants import e as charge
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve
from scipy.special import j0
from mpmath import catalan

young, nu, misfit = 100e9, 0.3, 0.03
a, lam = 0.3e-9, 0.3e-9
gamma_s, gamma_f, gamma_i = 1.5, 1.0, 0.1
slope = 0.2
Delta = gamma_s - gamma_f - gamma_i
q = np.exp(-a / lam)
G = float(catalan)


def misfit_density(eps):
    return young * eps**2 / (1 - nu)


def flat_energy(n, w):
    return gamma_s - Delta * (1 - q**n) + n * w * a


def layer_cost(n, w):
    return flat_energy(n, w) - flat_energy(n - 1, w)


def stable_layers(r, w):
    ratio = Delta * (1 - q) / (r * w * a)
    return 1 + int(np.floor(lam / a * np.log(ratio))) if ratio > 1 else 0


def cone_volume(R):
    return np.pi * slope * R**3 / 3


def tail_integral(R):
    """Integral of 1-exp(-z/lam) over the base of the cone."""
    x = slope * R / lam
    return np.pi * R**2 * (1 - 2 * (x + np.expm1(-x)) / x**2)


def island_energy(R, n, r, w):
    """Energy of a cone added on n flat layers."""
    side = np.pi * R**2 * gamma_f * (np.sqrt(1 + slope**2) - 1)
    return ((1 - r) * w * cone_volume(R) + side
            - Delta * q**n * tail_integral(R))


def island_excess(R, n, r, w):
    """Cone on n layers minus the same material in flat layer n+1."""
    drive = r * w - Delta * (1 - q) * q**n / a
    side = np.pi * R**2 * gamma_f * (np.sqrt(1 + slope**2) - 1)
    return (-drive * cone_volume(R) + side
            - Delta * q**n * tail_integral(R))


def stiffness(E):
    """Isotropic stiffness for (rr, theta-theta, zz, engineering rz)."""
    shear = E / (2 * (1 + nu))
    lame = E * nu / ((1 + nu) * (1 - 2 * nu))
    D = np.zeros((4, 4))
    D[:3, :3] = lame
    D[range(3), range(3)] += 2 * shear
    D[3, 3] = shear
    return D


def relaxed_fraction_fem(s):
    """Axisymmetric finite elements: strained cone, radius 1, on a block.
    A uniform in-plane stress below a flat surface exerts no net load,
    so the initial stress may be applied to the whole block."""
    size = 12.0
    graded = lambda m: size * np.expm1(5 * np.linspace(0, 1, m)) / np.expm1(5)
    outer = 1 + graded(41)[1:] * (size - 1) / size
    rr = np.concatenate([np.linspace(0, 1, 61), outer])
    depth = graded(61)
    nr, nz = len(rr), len(depth)
    height = s * np.clip(1 - rr, 0, None)
    z = -depth[None, :] + height[:, None] * (1 - depth[None, :] / size)
    nodes = np.stack([np.repeat(rr, nz), z.ravel()], axis=1)
    idx = np.arange(nr * nz).reshape(nr, nz)
    elem = np.stack([idx[:-1, :-1], idx[1:, :-1], idx[1:, 1:],
                     idx[:-1, 1:]], axis=-1).reshape(-1, 4)
    X = nodes[elem]
    ne = len(elem)
    D = stiffness(1.0)
    sigma0 = 1 / (1 - nu)              # unit Young modulus, unit misfit
    stress = np.array([sigma0, sigma0, 0, 0])
    Ke, Fe = np.zeros((ne, 8, 8)), np.zeros((ne, 8))
    cx, cy = np.array([-1, 1, 1, -1]), np.array([-1, -1, 1, 1])
    g = 1 / np.sqrt(3)
    for p in (-g, g):
        for t in (-g, g):
            N = (1 + cx * p) * (1 + cy * t) / 4
            dN = np.stack([cx * (1 + cy * t), cy * (1 + cx * p)], axis=1) / 4
            J = np.einsum('ai,eaj->eij', dN, X)
            grad = np.einsum('eji,ai->eaj', np.linalg.inv(J), dN)
            rad = X[:, :, 0] @ N
            B = np.zeros((ne, 4, 8))
            B[:, 0, 0::2] = grad[:, :, 0]
            B[:, 1, 0::2] = N[None, :] / rad[:, None]
            B[:, 2, 1::2] = grad[:, :, 1]
            B[:, 3, 0::2] = grad[:, :, 1]
            B[:, 3, 1::2] = grad[:, :, 0]
            wt = 2 * np.pi * rad * np.abs(np.linalg.det(J))
            BT = B.transpose(0, 2, 1)
            Ke += (BT @ (D @ B)) * wt[:, None, None]
            Fe += (BT @ stress) * wt[:, None]
    dof = np.stack([2 * elem, 2 * elem + 1], axis=-1).reshape(ne, 8)
    ndof = 2 * nr * nz
    rows = np.repeat(dof, 8, axis=1).ravel()
    cols = np.tile(dof, (1, 8)).ravel()
    K = coo_matrix((Ke.ravel(), (rows, cols)), shape=(ndof, ndof)).tocsr()
    F = np.bincount(dof.ravel(), weights=Fe.ravel(), minlength=ndof)
    fixed = np.concatenate([2 * idx[0], 2 * idx[-1], 2 * idx[-1] + 1,
                            2 * idx[:, -1], 2 * idx[:, -1] + 1])
    free = np.setdiff1d(np.arange(ndof), fixed)
    u = spsolve(K[free][:, free].tocsc(), -F[free])
    released = -0.5 * F[free] @ u
    return released / (sigma0 * np.pi * s / 3)


w = misfit_density(misfit)

# Strain energy: minimize over the free normal strain.
D = stiffness(young)


def biaxial_energy(x):
    strain = misfit * np.array([1, 1, x, 0])
    return 0.5 * strain @ D @ strain / 1e8


best = minimize_scalar(biaxial_energy, bracket=(-2, 0))
assert abs(best.fun * 1e8 / w - 1) < 1e-8

# Cone integral in Fourier space (unit radius and slope).
x, wx = np.polynomial.legendre.leggauss(400)
rho, wr = (x + 1) / 2, wx / 2
k = np.linspace(0, 200, 8001)
hk = 2 * np.pi * (j0(np.outer(k, rho)) @ (wr * rho * (1 - rho)))
cone_numeric = np.trapezoid(k**2 * hk**2, k) / (2 * np.pi) \
    if hasattr(np, "trapezoid") else np.trapz(k**2 * hk**2, k) / (2 * np.pi)
cone_formula = 4 * (2 * G - 1) / 3
assert abs(cone_numeric / cone_formula - 1) < 2e-4   # truncated k range

# Relaxation law against full linear elasticity at a tiny slope.
coef = 4 / np.pi * (2 * G - 1) * (1 + nu)
tiny = 0.002
coef_fem = relaxed_fraction_fem(tiny) / tiny
assert abs(coef_fem / coef - 1) < 0.015              # mesh error
r_shallow = coef * slope
r_fem = relaxed_fraction_fem(slope)
assert 0 < r_fem < 1

# Number of stable layers: direct minimization at fixed coverage.
coverage, big_R = 8, 2e-6


def best_flat_layers(r, w_):
    total = [flat_energy(n, w_) + (coverage - n) * a
             * island_energy(big_R, n, r, w_) / cone_volume(big_R)
             for n in range(coverage + 1)]
    return int(np.argmin(total))


scan = []
for eps in (0.015, 0.03, 0.04, 0.06):
    found = best_flat_layers(r_fem, misfit_density(eps))
    assert found == stable_layers(r_fem, misfit_density(eps))
    scan.append((eps, found))
no_misfit = best_flat_layers(r_fem, 0.0)
no_relax = best_flat_layers(0.0, w)
assert no_misfit == coverage and no_relax == coverage

n_star = stable_layers(r_fem, w)
n_bulk = stable_layers(1.0, w)
assert layer_cost(1, w) < 0 and 1 <= n_star < coverage
assert n_star == stable_layers(r_shallow, w)

# Island excess rebuilt from the local energy over the cone.
R_test = 15e-9


def local_energy(u):
    thick = n_star * a + slope * R_test * (1 - u)
    return 2 * np.pi * R_test**2 * u * (
        gamma_f * np.sqrt(1 + slope**2) + gamma_i
        + Delta * np.exp(-thick / lam) + w * thick) * 1e15


direct = quad(local_energy, 0, 1, epsabs=0, epsrel=1e-11)[0] / 1e15
direct -= np.pi * R_test**2 * flat_energy(n_star, w)
direct -= r_fem * w * cone_volume(R_test)
direct -= cone_volume(R_test) * layer_cost(n_star + 1, w) / a
scale = np.pi * R_test**2 * gamma_f
assert abs(direct - island_excess(R_test, n_star, r_fem, w)) < 1e-8 * scale


def break_even(r):
    f = lambda R: island_excess(R * 1e-9, n_star, r, w) / (R * 1e-9)**2
    R0 = brentq(f, 0.5, 1000)
    top = minimize_scalar(
        lambda R: -island_excess(R * 1e-9, n_star, r, w) / charge,
        bounds=(0.1, R0), method='bounded', options={'xatol': 1e-8})
    return R0, top.x, -top.fun


R0, R_top, barrier = break_even(r_fem)
R0_s, R_top_s, barrier_s = break_even(r_shallow)
assert barrier > 0
assert island_excess(2 * R0 * 1e-9, n_star, r_fem, w) < 0

print(f"Young modulus: {young/1e9:.0f} GPa; Poisson ratio: {nu}")
print(f"misfit: {misfit}; island slope: {slope}")
print(f"layer height: {a*1e9:.1f} nm; decay length: {lam*1e9:.1f} nm")
print(f"gamma_s, gamma_f, gamma_i: {gamma_s}, {gamma_f}, {gamma_i} J/m^2")
print(f"wetting gain Delta: {Delta:.3f} J/m^2; q: {q:.5f}")
print(f"misfit energy density w: {w:.4e} J/m^3")
print(f"misfit energy per layer w*a: {w*a:.5f} J/m^2")
print(f"Catalan constant: {G:.6f}")
print(f"cone integral, Fourier quadrature: {cone_numeric:.5f}")
print(f"cone integral, formula: {cone_formula:.5f}")
print(f"r/s, shallow formula: {coef:.4f}")
print(f"r/s, finite elements at slope {tiny}: {coef_fem:.4f}")
print(f"r at working slope, shallow formula: {r_shallow:.4f}")
print(f"r at working slope, finite elements: {r_fem:.4f}")
print("below, r is the finite-element value unless stated")
print(f"relievable energy per layer r*w*a: {r_fem*w*a:.5f} J/m^2")
print(f"large-island cost (1-r)*w*a: {(1-r_fem)*w*a:.5f} J/m^2")
for n in range(1, 7):
    print(f"layer {n}: substrate gain {w*a-layer_cost(n, w):.5f}, "
          f"cost g {layer_cost(n, w):+.5f} J/m^2")
arg = lam / a * np.log(Delta * (1 - q) / (r_fem * w * a))
print(f"(lam/a)*ln(Delta(1-q)/(r*w*a)): {arg:.3f}")
print(f"stable flat layers under coherent islands: {n_star}")
print(f"stable flat layers against relaxed bulk (r=1): {n_bulk}")
print(f"direct minimization: coverage {coverage} layers, "
      f"island radius {big_R*1e6:.0f} um")
for eps, found in scan:
    print(f"  misfit {eps}: {found} flat layers")
print(f"  zero misfit: {no_misfit} flat layers (all material)")
print(f"  no relaxation, r=0: {no_relax} flat layers (all material)")
print(f"island on {n_star} layers: barrier {barrier:.2f} eV "
      f"at radius {R_top:.2f} nm")
print(f"break-even radius: {R0:.2f} nm; height: {slope*R0:.2f} nm")
print(f"same with shallow r: barrier {barrier_s:.2f} eV "
      f"at radius {R_top_s:.2f} nm")
print(f"break-even radius with shallow r: {R0_s:.2f} nm")
print(f"excess at twice the break-even radius: "
      f"{island_excess(2*R0*1e-9, n_star, r_fem, w)/charge:.1f} eV")
print("all tests passed")
```

Printed output:

```
Young modulus: 100 GPa; Poisson ratio: 0.3
misfit: 0.03; island slope: 0.2
layer height: 0.3 nm; decay length: 0.3 nm
gamma_s, gamma_f, gamma_i: 1.5, 1.0, 0.1 J/m^2
wetting gain Delta: 0.400 J/m^2; q: 0.36788
misfit energy density w: 1.2857e+08 J/m^3
misfit energy per layer w*a: 0.03857 J/m^2
Catalan constant: 0.915966
cone integral, Fourier quadrature: 1.10922
cone integral, formula: 1.10924
r/s, shallow formula: 1.3770
r/s, finite elements at slope 0.002: 1.3741
r at working slope, shallow formula: 0.2754
r at working slope, finite elements: 0.2490
below, r is the finite-element value unless stated
relievable energy per layer r*w*a: 0.00960 J/m^2
large-island cost (1-r)*w*a: 0.02897 J/m^2
layer 1: substrate gain 0.25285, cost g -0.21428 J/m^2
layer 2: substrate gain 0.09302, cost g -0.05445 J/m^2
layer 3: substrate gain 0.03422, cost g +0.00435 J/m^2
layer 4: substrate gain 0.01259, cost g +0.02598 J/m^2
layer 5: substrate gain 0.00463, cost g +0.03394 J/m^2
layer 6: substrate gain 0.00170, cost g +0.03687 J/m^2
(lam/a)*ln(Delta(1-q)/(r*w*a)): 3.271
stable flat layers under coherent islands: 4
stable flat layers against relaxed bulk (r=1): 2
direct minimization: coverage 8 layers, island radius 2 um
  misfit 0.015: 5 flat layers
  misfit 0.03: 4 flat layers
  misfit 0.04: 3 flat layers
  misfit 0.06: 2 flat layers
  zero misfit: 8 flat layers (all material)
  no relaxation, r=0: 8 flat layers (all material)
island on 4 layers: barrier 7.40 eV at radius 8.32 nm
break-even radius: 12.68 nm; height: 2.54 nm
same with shallow r: barrier 5.41 eV at radius 7.02 nm
break-even radius with shallow r: 10.70 nm
excess at twice the break-even radius: -185.5 eV
all tests passed
```
